\section*{The $1/q$ Divergence of the Electron--Phonon Matrix Element in Polar Crystals, part 2}

In a polar crystal the electron--phonon matrix element $g_{mn\nu}(\mathbf k,\mathbf q)$, between Bloch states with periodic parts $u_{n\mathbf k}$ and $u_{m\mathbf k+\mathbf q}$, can diverge as $1/q$. Which modes diverge, and how strongly? We assume a three-dimensional insulator without free carriers, $\hbar\omega$ far below the gap, and Gaussian units; the electron has charge $-e$.

Atom $\kappa$ (mass $M_\kappa$, position $\bm\tau_\kappa$) in the cell at $\mathbf R$, of volume $\Omega$, is displaced by $\mathbf u_\kappa e^{i\mathbf q\cdot\mathbf R}$. For a phonon $\mathbf u_\kappa=(\hbar/2M_\kappa\omega_{\mathbf q\nu})^{1/2}\mathbf e_{\kappa\nu}$, with $\sum_\kappa|\mathbf e_{\kappa\nu}|^2=1$. With $\mathbf K=\mathbf q+\mathbf G$ and macroscopic potential $\phi_M=\phi(\mathbf q)$, the total charge change is
\begin{equation}\label{split}
\rho(\mathbf K)=\bar\rho(\mathbf K)+\bar\chi(\mathbf K,\mathbf q)\,\phi_M ,
\end{equation}
where $\bar\rho$ answers the displacement at $\phi_M=0$ and $\bar\chi$ answers $\phi_M$ at clamped ions. If one displaced atom produces the charge $\rho_{\kappa\beta}(\mathbf s)u_{\kappa\beta}$ at $\phi_M=0$, with $\mathbf s$ measured from its site,
\begin{align}
\bar\rho(\mathbf q)&=\frac1\Omega\sum_{\kappa\beta}u_{\kappa\beta}e^{-i\mathbf q\cdot\bm\tau_\kappa}\int d^3s\,\rho_{\kappa\beta}(\mathbf s)\Big[1-iq_\alpha s_\alpha-\tfrac12q_\alpha q_\gamma s_\alpha s_\gamma+\dots\Big]\nonumber\\
&=\frac e\Omega\sum_{\kappa\beta}e^{-i\mathbf q\cdot\bm\tau_\kappa}\Big[-iq_\alpha Z^*_{\kappa,\alpha\beta}-\tfrac12q_\alpha q_\gamma Q_{\kappa\beta,\alpha\gamma}+\dots\Big]u_{\kappa\beta}.\label{rhobar}
\end{align}
Here $Z^*_{\kappa,\alpha\beta}=(\Omega/e)\,\partial P_\alpha/\partial u_{\kappa\beta}$ is the Born charge at zero macroscopic field, $\mathbf P$ the polarization and $eQ$ the quadrupole. With the clamped-ion dielectric tensor $\epsilon^\infty$, the macroscopic change of the electron's potential energy is
\begin{equation}\label{vogl}
\delta V(\mathbf q)=i\,\frac{4\pi e^2}{\Omega}\sum_\kappa\frac{\mathbf q\cdot Z^*_\kappa\cdot\mathbf u_\kappa}{\mathbf q\cdot\epsilon^\infty\cdot\mathbf q}\,e^{-i\mathbf q\cdot\bm\tau_\kappa}+O(q^0).
\end{equation}
For optical modes and nondegenerate bands,
\begin{equation}\label{A}
g_{mn\nu}=\frac{A_\nu(\hat{\mathbf q})}{q}\,\delta_{mn}+O(q^0),\qquad
A_\nu=i\,\frac{4\pi e^2}{\Omega}\,\frac{\hat{\mathbf q}\cdot\mathbf p_\nu}{\hat{\mathbf q}\cdot\epsilon^\infty\cdot\hat{\mathbf q}},
\end{equation}
with the mode dipole $\mathbf p_\nu=\sum_\kappa Z^*_\kappa\cdot\mathbf u_{\kappa\nu}(\hat{\mathbf q})$, a length. Point dipoles in a dielectric continuum give $g^L$, of which only the $1/q$ part is exact:
\begin{align}
g^{L}_{mn\nu}(\mathbf k,\mathbf q)={}&i\,\frac{4\pi e^2}{\Omega}\sum_\kappa\Big(\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}\Big)^{1/2}\sum_{\mathbf G\neq-\mathbf q}\frac{\mathbf K\cdot Z^*_\kappa\cdot\mathbf e_{\kappa\nu}}{\mathbf K\cdot\epsilon^\infty\cdot\mathbf K}\nonumber\\
&\times e^{-i\mathbf K\cdot\bm\tau_\kappa}\,\langle u_{m\mathbf k+\mathbf q}|e^{i\mathbf G\cdot\mathbf r}|u_{n\mathbf k}\rangle .\label{VG}
\end{align}

The numerical checks use a triclinic two-atom model without inversion centre: charges $\pm e$, tensor polarizabilities, springs and Ewald dipole sums, with the full local-field problem solved at finite $\mathbf q$.

\section{Which modes diverge}

Q. So the longitudinal optical modes diverge and the transverse ones do not.

A. That holds where symmetry makes $\mathbf p_\nu$ parallel or perpendicular to $\mathbf q$, and only for longitudinal modes with $\mathbf p_\nu\ne0$. The general criterion in \eqref{A} is $\hat{\mathbf q}\cdot\mathbf p_\nu\ne0$: it concerns the polarization, not the displacement, and the eigenvectors themselves depend on $\hat{\mathbf q}$. The field couples to a cell through $-\Omega\,\mathbf P\cdot\mathbf E$, so the force is $F_{\kappa\beta}=eE_\alpha Z^*_{\kappa,\alpha\beta}$. With $(-i)(-i)=-1$,
\begin{equation}
\mathbf E=-i\mathbf q\phi_M=-\frac{4\pi e}{\Omega}\,\hat{\mathbf q}\,\frac{\sum_\kappa\hat{\mathbf q}\cdot Z^*_\kappa\cdot\mathbf u_\kappa}{\epsilon_{\hat q}},\qquad\epsilon_{\hat q}=\hat{\mathbf q}\cdot\epsilon^\infty\cdot\hat{\mathbf q}.
\end{equation}
This force adds to $-\bar C\mathbf u$, with $\bar C$ the force constants at zero field and $\mathbf q=0$. Define $c=4\pi e^2/\Omega$, $\bar D=M^{-1/2}\bar CM^{-1/2}$ and $v_{\kappa\beta}=(\hat{\mathbf q}\cdot Z^*_\kappa)_\beta/\sqrt{M_\kappa}$. The dynamical matrix at $q\to0$ is real and symmetric,
\begin{equation}\label{D}
D=\bar D+\frac{c}{\epsilon_{\hat q}}\,vv^{T},\qquad |A_\nu|^2=\frac{c^2}{\epsilon_{\hat q}^2}\,\frac{\hbar}{2\omega_\nu}\,(v\cdot e_\nu)^2 ,
\end{equation}
the second form being \eqref{A} with $\hat{\mathbf q}\cdot\mathbf p_\nu=(\hbar/2\omega_\nu)^{1/2}\,v\cdot e_\nu$.

Q. Can the strength be read from something measurable, without eigenvectors?

A. From the lattice dielectric function. A field of frequency $\omega$ drives $(\bar C-M\omega^2)\mathbf u=eZ^{*T}\mathbf E$ and adds $eZ^*\mathbf u/\Omega$ to $\mathbf P$, so with $\mathcal R=(\bar D-\omega^2)^{-1}$ and $d\mathcal R/d\omega=2\omega\mathcal R^2$,
\begin{equation}
\epsilon_L(\omega)\equiv\hat{\mathbf q}\cdot\epsilon(\omega)\cdot\hat{\mathbf q}=\epsilon_{\hat q}+c\,v^T\mathcal Rv,\qquad\epsilon_L'(\omega)=2\omega c\,v^T\mathcal R^2v .
\end{equation}
Take a mode with $v\cdot e\ne0$ whose $\omega^2$ is not an eigenvalue of $\bar D$. The equation $De=\omega^2e$ gives $e=-(c\,v\cdot e/\epsilon_{\hat q})\mathcal Rv$. Contracting with $v$ and dividing by $v\cdot e$ yields $1=-(c/\epsilon_{\hat q})\,v^T\mathcal Rv$, that is $\epsilon_L(\omega_\nu)=0$. Normalisation yields
\begin{equation}
1=\frac{c^2(v\cdot e)^2}{\epsilon_{\hat q}^2}\,v^T\mathcal R^2v=\frac{c\,(v\cdot e)^2}{\epsilon_{\hat q}^2}\,\frac{\epsilon_L'}{2\omega_\nu},
\end{equation}
and eliminating $(v\cdot e)^2$ from \eqref{D},
\begin{equation}\label{res}
|A_\nu|^2=\frac{4\pi e^2}{\Omega}\,\frac{\hbar}{\epsilon_L'(\omega_\nu)} .
\end{equation}
Between two neighbouring poles $\epsilon_L$ rises from $-\infty$ to $+\infty$, so each such interval holds one zero, and that mode diverges as $1/q$ whatever its displacement looks like.

The total strength is fixed. A rigid translation produces no polarization, so $\sum_\kappa Z^*_\kappa=0$ and $v$ is orthogonal to the translations $e_\kappa\propto\sqrt{M_\kappa}$; inverses below act on the optical subspace. From \eqref{D}, $\sum_\nu2|A_\nu|^2/\hbar\omega_\nu=(c^2/\epsilon_{\hat q}^2)\,v^TD^{-1}v$. Let $x=v^T\bar D^{-1}v$, so that the static value is $\epsilon^0_{\hat q}=\epsilon_L(0)=\epsilon_{\hat q}+cx$. Since $D\bar D^{-1}v=(1+cx/\epsilon_{\hat q})v$, one has $v^TD^{-1}v=x\epsilon_{\hat q}/\epsilon^0_{\hat q}$, and with $cx=\epsilon^0_{\hat q}-\epsilon_{\hat q}$
\begin{equation}\label{sum}
\sum_\nu\frac{2|A_\nu|^2}{\hbar\omega_\nu}=\frac{4\pi e^2}{\Omega}\Big(\frac1{\epsilon_{\hat q}}-\frac1{\epsilon^0_{\hat q}}\Big).
\end{equation}
In the triclinic model both sides are $0.005971$ Ha/bohr$^2$. If a single pole contributes, $\epsilon_L=\epsilon_{\hat q}+S/(\omega_T^2-\omega^2)$, the zero lies at $\omega_L^2=\omega_T^2+S/\epsilon_{\hat q}=\omega_T^2\,\epsilon^0_{\hat q}/\epsilon_{\hat q}$ (Lyddane--Sachs--Teller), and \eqref{sum} has one term, the Fr\"ohlich result $|A|^2=(2\pi e^2\hbar\omega_L/\Omega)(1/\epsilon_{\hat q}-1/\epsilon^0_{\hat q})$.

Q. Acoustic amplitudes grow as $\omega\to0$. Is their divergence worse?

A. At leading order $\mathbf u_\kappa$ is the same for all atoms and $\sum_\kappa Z^*_\kappa=0$ removes the $1/q$ term of the potential per unit displacement. An $O(q^0)$ term of the macroscopic potential survives in a piezoelectric crystal; with $u\propto\omega^{-1/2}\propto q^{-1/2}$, power counting gives $g\propto q^{-1/2}$ within a band. Between different bands the same power appears in any crystal, piezoelectric or not: a rigid translation changes the crystal potential $V$ by $-\mathbf u\cdot\nabla V$, whose diagonal element in a Bloch state vanishes but whose interband elements in general do not. Equation \eqref{VG} is incomplete at that order. For the pattern $\mathbf u\,e^{i\mathbf q\cdot(\mathbf R+\bm\tau_\kappa)}$ the phases in \eqref{vogl} cancel and the dipolar term is zero, yet the model gives $|\delta V(\mathbf q)|=0.003478$ Ha/bohr at $q=10^{-4}$ and $10^{-5}\,\mathrm{bohr}^{-1}$. By \eqref{rhobar}, the next moment is the quadrupole.

\section{A uniaxial example}

Q. Show me a transverse-looking mode that diverges, with numbers.

A. Take round model parameters for a uniaxial diatomic crystal with axis $z$: $\Omega=25$ \AA$^3$, masses $15$ and $30$ u, $Z^*_1=-Z^*_2$ diagonal with $Z_\perp=2.0$, $Z_\parallel=2.5$, $\epsilon^\infty_\perp=5$, $\epsilon^\infty_\parallel=6$, $\hbar\omega_{T\perp}=60$ meV, $\hbar\omega_{T\parallel}=55$ meV. The forces on the two atoms are opposite, so $\mathbf w=\mathbf u_1-\mathbf u_2$ moves with the reduced mass $\mu=10$ u. The centre of mass rests, $\sum_\kappa M_\kappa u_\kappa^2=\mu w^2=\hbar/2\omega$, and $\mathbf p=Z^*_1\mathbf w$. With $e^2=14399.65$ meV\,\AA\ and $\hbar^2/\mathrm u=4.18016$ meV\,\AA$^2$, $c=4\pi\times14399.65/25=7238.05$ meV/\AA$^2$. For $a,b\in\{x,y,z\}$, \eqref{D} becomes
\begin{equation}
\hbar^2D_{ab}=(\hbar\omega_{Ta})^2\delta_{ab}+\frac{\hat q_a\hat q_b\sqrt{S_aS_b}}{\epsilon_{\hat q}},\qquad S_a=\frac{c\hbar^2Z_a^2}{\mu},
\end{equation}
where $S_\perp=7238.05\times4.18016\times2.0^2/10=12102.5$ meV$^2$ and $S_\parallel=18910.1$ meV$^2$. The static constants are $5+12102.5/60^2=8.3618$ and $6+18910.1/55^2=12.2513$.

Let $\hat{\mathbf q}=(\sin\theta,0,\cos\theta)$. The ordinary mode along $y$ decouples, stays at $60$ meV and has $A=0$. At $\theta=45^\circ$, $\epsilon_{\hat q}=(5+6)/2=5.5$ and, in meV$^2$,
\begin{align}
\hbar^2D_{xx}&=60^2+12102.5/(2\times5.5)=4700.23,\nonumber\\
\hbar^2D_{zz}&=55^2+18910.1/(2\times5.5)=4744.10,\nonumber\\
\hbar^2D_{xz}&=\sqrt{12102.5\times18910.1}/(2\times5.5)=1375.28.
\end{align}
The eigenvalues $\tfrac12(D_{xx}+D_{zz})\pm[\tfrac14(D_{xx}-D_{zz})^2+D_{xz}^2]^{1/2}$ give $78.087$ meV with direction $(x,z)=(0.7014,0.7127)$, the quasi-longitudinal mode, and $57.851$ meV with direction $(0.7127,-0.7014)$, the quasi-transverse mode. The amplitudes are $[4.18016/(2\times10\times78.087)]^{1/2}=0.05174$ \AA\ and likewise $0.06011$ \AA. Then
\begin{align}
\hat{\mathbf q}\cdot\mathbf p_{\rm qLO}&=0.05174\,(2.0\times0.7014+2.5\times0.7127)/\sqrt2=0.1165\ \text{\AA},\nonumber\\
\hat{\mathbf q}\cdot\mathbf p_{\rm qTO}&=0.06011\,(2.0\times0.7127-2.5\times0.7014)/\sqrt2=-0.01395\ \text{\AA},
\end{align}
and $|A|=7238.05\times0.1165/5.5=153.3$ meV/\AA\ and $7238.05\times0.01395/5.5=18.36$ meV/\AA, a ratio of $0.12$. Equation \eqref{res} agrees: the slopes $d\epsilon_L/d(\hbar\omega)=0.3079$ and $21.483$ meV$^{-1}$ give $(7238.05/0.3079)^{1/2}=153.3$ and $(7238.05/21.483)^{1/2}=18.36$. The sum rule reads $2\times153.322^2/78.087+2\times18.355^2/57.851=613.7$ meV/\AA$^2$, against $7238.05\,(1/5.5-1/10.3065)=613.7$ meV/\AA$^2$. At $q=0.05$ \AA$^{-1}$ the leading terms are $3066$ and $367$ meV, and they double when $q$ is halved; the $O(q^0)$ terms, which these parameters do not determine, are left out.

Q. The quasi-transverse displacement has a longitudinal fraction below $10^{-4}$ at $45^\circ$. How can it carry $12\%$ of the amplitude of the other mode?

A. What must vanish is $\mathbf w\cdot(Z^*_1\hat{\mathbf q})$, and $Z^*_1\hat{\mathbf q}\propto(2.0,2.5)$ is not along $\hat{\mathbf q}$. An exactly transverse unit vector $(\cos\theta,-\sin\theta)$ has $\hat{\mathbf q}\cdot Z_1^*\cdot\hat{\mathbf w}=(Z_\perp-Z_\parallel)\sin\theta\cos\theta\neq0$. Anisotropy of $Z^*$ alone is not enough: if $\omega_{T\perp}=\omega_{T\parallel}$, the matrix is a multiple of the identity plus a term along $Z^*_1\hat{\mathbf q}$, the lower eigenvector is orthogonal to that vector, and its coupling is zero although its displacement is not transverse. The splitting of the two poles is what leaves a zero of $\epsilon_L$ between $55$ and $60$ meV. That the displacement is so nearly transverse at $45^\circ$ is a property of these parameters: the eigenvector angle $\chi$ from $x$ obeys $\tan2\chi=2D_{xz}/(D_{xx}-D_{zz})$, and $D_{xx}\approx D_{zz}$ puts it close to $\pm45^\circ$. At $\theta=0$ and $90^\circ$ one pole drops out of $\epsilon_L$, the quasi-transverse coupling vanishes, and the longitudinal values $155.5$ and $150.3$ meV/\AA\ match the Fr\"ohlich form.

Q. When does the $1/q$ law itself fail?

A. In three dimensions, when \eqref{split} acquires a response to $\phi_M$ at order $q^0$. Free carriers in the static Thomas--Fermi limit add $\rho=-(k_s^2/4\pi)\phi_M$, which turns the denominator of \eqref{vogl} into $\mathbf q\cdot\epsilon^\infty\cdot\mathbf q+k_s^2$; within that limit the term is proportional to $q$ for $\mathbf q\cdot\epsilon^\infty\cdot\mathbf q\ll k_s^2$ and goes as $1/q$ for $\mathbf q\cdot\epsilon^\infty\cdot\mathbf q\gg k_s^2$. The static limit supposes carriers fast enough to follow the phonon, $qv_F\gg\omega_\nu$ for a degenerate gas, and for an optical mode this fails as $q\to0$. For $qv_F\ll\omega_\nu$ the response must be taken at $\omega_\nu$; it is then of order $q^2$, lowering $\mathbf q\cdot\epsilon^\infty\cdot\mathbf q$ by $4\pi ne^2q^2/m^*\omega_\nu^2$ for carriers of density $n$ and mass $m^*$, and the $1/q$ law returns with a changed coefficient. The screened behaviour is thus confined to a window of $q$ above $\omega_\nu/v_F$, which may be narrow or absent at low density. For an isolated layer the kernel $4\pi/q^2$ is replaced by $2\pi/q$, and a dipole charge of order $q$ gives a finite potential. A phonon energy below the gap but not far below it is a different matter: the power counting in $q$ still holds, but $\epsilon^\infty$ and $Z^*$ depend on frequency and their static values no longer give the coefficient.

\section*{Values computed for the example and the checks}
\begin{verbatim}
MODEL (Hartree a.u.): Vol=260.400 bohr^3, spring=0.06 Ha/bohr^2, masses 25, 40 u
Z*_A row 1 (e): 1.2123 0.0236 -0.0042 | eps_inf row 1: 2.0064 0.2527 0.0640
Z*_A row 2 (e): 0.0222 1.2140 -0.0436 | eps_inf row 2: 0.2527 1.8191 -0.1427
Z*_A row 3 (e): -0.0287 0.0059 1.5160 | eps_inf row 3: 0.0640 -0.1427 2.0765
q*V(q) relative error at q=1e-6/bohr: q.Z* 5.4e-06, transposed Z* 4.1e-02
|V(q+b1)|, atom A along x (Ha/bohr): dir1 0.03201, dir2 0.03900, dipolar term 0.02143
translation |V(q)| (Ha/bohr): q=1e-4 0.003478, q=1e-5 0.003478
qhat ~ (1,2,3): omega (1e-3 Ha) 2.0738 2.2540 2.6641
q|g_00| full (1e-3 Ha/bohr): 0.3499 0.5274 2.7326; formula: 0.3499 0.5274 2.7326
log slope of |g_00|, top mode: -1.00000
top mode |g-g^L|_00 (1e-3 Ha): q=1e-5 0.0055, q=1e-6 0.0055
top mode |g_10| (1e-3 Ha): q=1e-5 2.3097, q=1e-6 2.3097
overlap/q (bohr): direct 0.4482, k.p 0.4482
sum rule (Ha/bohr^2): modes 0.005971, dielectric 0.005971
Green transform, |q|=1/bohr, lambda=0.5/bohr (bohr^2): quadrature 5.64709784, formula 5.64709784
Green transform, |q|=1/bohr, lambda=0.2/bohr (bohr^2): quadrature 6.23554753, formula 6.23554753
EXAMPLE: Vol=25.0 A^3, M=15.0,30.0 u, mu=10.0 u
perp/par: Z*=2.0,2.5 e; eps_inf=5.0,6.0; hw_TO=60.0,55.0 meV
e^2/(4 pi eps0)=14399.65 meV A; hbar^2/u=4.18016 meV A^2; 4 pi e^2/Vol=7238.05 meV/A^2
oscillator strengths perp/par: 12102.5, 18910.1 meV^2; eps_static: 8.3618, 12.2513
theta(deg) | qLO: hw(meV) q|g|(meV/A) L | qTO: hw q|g| L | ordinary: hw q|g| ; L=(qhat.u_rel)^2/u_rel^2
 0 | 78.592 155.526 1.0000 | 60.000 0.000 0.0000 | 60.000 0.000
15 | 78.524 155.281 1.0000 | 59.744 8.096 0.0000 | 60.000 0.000
30 | 78.339 154.532 0.9999 | 58.998 14.775 0.0001 | 60.000 0.000
45 | 78.087 153.322 0.9999 | 57.851 18.355 0.0001 | 60.000 0.000
60 | 77.838 151.897 1.0000 | 56.530 17.144 0.0000 | 60.000 0.000
75 | 77.657 150.722 1.0000 | 55.433 10.480 0.0000 | 60.000 0.000
90 | 77.592 150.264 1.0000 | 55.000 0.000 0.0000 | 60.000 0.000
45 deg: qhat.eps_inf.qhat=5.5000; qhat.eps_static.qhat=10.3065
45 deg: xz block Dxx=4700.23, Dzz=4744.10, Dxz=1375.28 meV^2
45 deg qLO: direction (x,z)=(0.7014,0.7127), |u_rel|=0.05174 A
45 deg qLO: qhat.Z*.u=0.11651 A, d eps_L/d(hw)=0.3079 1/meV
45 deg qLO: |g| at q=0.05 1/A: 3066.43 meV; at q=0.025 1/A: 6132.87 meV
45 deg qTO: direction (x,z)=(0.7127,-0.7014), |u_rel|=0.06011 A
45 deg qTO: qhat.Z*.u=-0.01395 A, d eps_L/d(hw)=21.4830 1/meV
45 deg qTO: |g| at q=0.05 1/A: 367.11 meV; at q=0.025 1/A: 734.22 meV
45 deg ratio |g_qTO|/|g_qLO|=0.1197
45 deg sum rule (meV/A^2): modes 613.732, dielectric 613.732
\end{verbatim}
